Finding an adatom's escape saddle with a rotating dimer

An adatom sits 0.03 nm from the bottom of a surface hollow. The force on it, (−3.95, −1.29) eV/nm, points back towards the bottom. Yet a rule that uses nothing but forces carries it uphill in 28 moves to a mountain pass 0.455 eV above the hollow. On the far side lies another hollow, at (0.181, 0.177) nm, which the rule was never told about. How can forces that point down lead to a pass?

**The surface**

The adatom has position R = (x, y) and potential energy

V = E₀[1 − cos(2πx/A) cos(2πy/A)] − D exp(−|R − R_d|²/2w²).

The first term is a square lattice of hollows, with A = 0.36 nm and E₀ = 0.5 eV. The second is a shallow attraction to a defect at R_d = (0.20, 0.12) nm, with D = 0.1 eV and w = 0.1 nm. It makes the four ways out of the central hollow unequal. The substrate is rigid.

The force is F = −∇V. The Hessian H is the matrix of second derivatives of V, with eigenvalues λ₁ ≤ λ₂ (curvatures, in eV/nm²) and unit eigenvectors v₁, v₂ (modes). A hollow has two positive curvatures. A pass, or first-order saddle, has one negative and one positive: it is a maximum along the way out and a minimum across it.

The bottom of the hollow is at (0.00088, 0.00053) nm. The search starts 0.03 nm away in the direction 20° from x, at R = (0.02907, 0.01079) nm.

**Measuring a curvature with two forces**

Place two images of the adatom at R + hN and R − hN, where N is a unit vector and h = 0.001 nm. This pair is the dimer. Expanding the force at each end gives

F(R ± hN) = F(R) ∓ hHN + (terms in h²) ∓ (terms in h³).

Subtraction removes F(R) and the h² terms, which are equal at both ends:

HN = [F(R − hN) − F(R + hN)]/(2h) + O(h²).

The curvature along N is C = N·HN. To find its error, let V′, V″ and so on be derivatives along N at R. The slope at distance s is V′ + sV″ + s²V‴/2 + s³V⁗/6. Half the difference of the slopes at s = h and s = −h, divided by h, is

C_h = V″ + h²V⁗/6.

At the saddle found below, with h = 0.004 nm, the measured error is 0.2494 eV/nm² and this formula gives 0.2496. At h = 0.001 nm it is sixteen times smaller, about 0.016 against curvatures near 150.

**Turning the dimer, by hand**

Which N is wanted? Adding the energies of the two ends gives

V(R + hN) + V(R − hN) = 2V(R) + h²N·HN + O(h⁴).

With the centre held fixed, the dimer therefore has least energy when N·HN is least. Writing N = cos α v₁ + sin α v₂ gives N·HN = λ₁cos²α + λ₂sin²α, whose minimum is λ₁, at N = v₁. Turning the dimer to its lowest energy finds the softest mode from forces alone. In two dimensions the three numbers m, a and b found below amount to the whole of H. With many coordinates, the same turning avoids constructing it.

Let Θ be N turned by +90°, and try N(φ) = cos φ N + sin φ Θ. Since H is symmetric,

C(φ) = cos²φ N·HN + 2 sin φ cos φ Θ·HN + sin²φ Θ·HΘ.

Using cos²φ = (1 + cos 2φ)/2, sin²φ = (1 − cos 2φ)/2 and 2 sin φ cos φ = sin 2φ,

C(φ) = m + a cos 2φ + b sin 2φ,

with m = (N·HN + Θ·HΘ)/2, a = (N·HN − Θ·HΘ)/2 and b = Θ·HN.

The first force pair gives HN, hence C(0) and b. One more pair, at 45°, gives C(45°) = m + b. Because C(0) = m + a,

a = C(0) − C(45°) + b,  m = C(0) − a.

The oscillating part equals √(a² + b²) cos(2φ − ψ), where ψ = atan2(b, a) is the angle of the point (a, b). It is least when 2φ = ψ + 180°, so

φ = ½(ψ + 180°),  C_min = m − √(a² + b²).

The dimer is first laid, arbitrarily, at 110° to x. The forces give C(0) = 140.689, C(45°) = 141.133 and b = 11.727 eV/nm². Then

a = 140.689 − 141.133 + 11.727 = 11.283,
m = 140.689 − 11.283 = 129.406,
ψ = atan2(11.73, 11.28) = 46.1°,
φ = ½(46.1° + 180°) = 113.05°,
C_min = 129.406 − 16.274 = 113.13 eV/nm².

The dimer now points along 110° + 113.05° = 223.05°, so N = (−0.7307, −0.6827). Its overall sign is irrelevant, since N and −N describe the same dimer.

One rotation suffices in two dimensions, apart from the finite-h error. It works even from the stiffest direction, where the torque vanishes: there b = 0 and a > 0, so ψ = 0 and φ = 90°. In a test at 290 random points with λ₂ − λ₁ of at least 5 eV/nm², starting from both random and stiffest directions, the largest angle between N and the diagonalized soft mode was 0.06°.

**Inverting one component of the force**

The part of F along N is (F·N)N. Subtracting it once removes it; subtracting it twice reverses it:

F† = F − 2(F·N)N.

For the first move,

F·N = (−3.9470)(−0.7307) + (−1.2883)(−0.6827) = 3.764 eV/nm,
F†x = −3.947 + 2(3.764)(0.7307) = 1.55 eV/nm,
F†y = −1.288 + 2(3.764)(0.6827) = 3.85 eV/nm.

The adatom climbs along the soft mode and still slides down across it. The move is μF† with μ = 0.004 nm²/eV, shortened to 0.02 nm if longer. Here it is (0.0062, 0.0154) nm, and the new position is (0.0353, 0.0262) nm. Then the dimer is turned again.

After two moves C has become negative, −2.5 eV/nm²: the adatom has passed the inflection of the slope, and the force, 5.8 eV/nm, is the largest in the listed history. After five moves the energy is 0.449 eV above the hollow. The search stops when |F| falls below 10⁻⁹ eV/nm, at (0.0889, 0.0863) nm, with curvatures −152.0 and +155.8 eV/nm². Each of the 29 positions visited costs four forces for the rotation and one at the centre, 145 in all.

Without the inversion, moves along F from the same start return to the bottom of the hollow. That was tested too.

**Why the pass attracts**

The transformation F† = (I − 2NNᵀ)F is a reflection. Applied twice it restores F, so F† vanishes exactly where F does. Wherever the soft mode is defined, it creates no new resting points, but it changes which ones attract. Points with λ₁ = λ₂ are an exception: F† can jump there, and on some surfaces such a point traps the search although F is not zero. An example in dimensionless units is V = −x + (x² + y²)/2 − x³/2 − xy²/2. Close to the origin F† points towards the origin from all sides, yet F there is (1, 0).

Near a stationary point R*, put R = R* + δ, so that F = −Hδ to first order. If λ₁ and λ₂ differ, N = v₁ + O(δ), apart from the dimer's finite-h error. Since F is itself of order δ, this variation of N changes F† only at order δ². Hence

F† = −(I − 2v₁v₁ᵀ)Hδ + O(δ²).

For δ = δ₁v₁ + δ₂v₂, the reflection changes the sign of the first component alone:

F†₁ = +λ₁δ₁,  F†₂ = −λ₂δ₂.

If the adatom moves continuously at velocity μF†, both displacements shrink only if λ₁ < 0 and λ₂ > 0, the definition of a first-order saddle. A hollow repels along v₁ because λ₁ > 0. A hilltop repels along v₂ because λ₂ < 0.

Finite differences of the actual F† give the coefficients, listed in the order v₁, v₂, as −152.04 and −155.75 eV/nm² at the saddle. At the hollow they are +149.30 and −152.98, and at a hilltop −154.56 and +147.46. These agree with λ₁ and −λ₂ from the Hessian to within 0.2 eV/nm².

Finite moves add a condition. Each multiplies δ₁ by 1 + μλ₁ and δ₂ by 1 − μλ₂. At the saddle these factors are

1 − 0.004 × 152.04 = 0.392,  1 − 0.004 × 155.75 = 0.377.

The slower factor explains the end of the search. From move 12 to move 28 the force falls from 1.95×10⁻³ to 6.0×10⁻¹⁰ eV/nm, which is a factor 0.39 per move. Had μ exceeded 2/155.75 = 0.0128 nm²/eV, one factor would have been below −1, and a small displacement across the pass would have grown from move to move.

**How wrong may the direction be?**

Suppose N is held at a fixed angle α from v₁. Near the saddle F† = Jδ, with J = −(I − 2NNᵀ)H. Its trace is

tr J = −(λ₁ + λ₂) + 2N·HN
= −(λ₁ + λ₂) + 2λ₁cos²α + 2λ₂sin²α
= (λ₁ − λ₂) cos 2α.

A reflection in the plane has determinant −1, and reversing both components leaves a determinant unchanged, so det J = −λ₁λ₂, which is positive at a saddle. With a positive determinant, both rates have negative real parts exactly when the trace is negative. Since λ₁ < λ₂, this means α < 45°.

In a test with the small coefficient μ = 2×10⁻⁴ nm²/eV, 1000 moves at α = 40° reduced a tiny displacement to 0.0074 of its size. At 50° they enlarged it 322 times.

The longer moves of the search tolerate less. When the eigenvalues of J are a complex pair, each move multiplies the displacement by complex factors of squared modulus

det(I + μJ) = 1 + μ tr J + μ² det J.

This is below 1 if (λ₂ − λ₁) cos 2α > μ|λ₁|λ₂. For μ = 0.004 the requirement is cos 2α > 0.31, or α < 36°. A roughly turned dimer can therefore still converge, but the permitted error depends on the step.

**Why the energy cannot guide the step**

The energy must rise along one direction and fall along another, so neither raising nor lowering V measures progress. One might look for another function whose downhill force is F†. In general there is none, because F† has curl.

Take axes 1 and 2 along N and its perpendicular T at one point, and let θ be the angle through which the soft mode turns nearby. With N = (cos θ, sin θ),

F†₁ = −F₁cos 2θ − F₂sin 2θ,
F†₂ = −F₁sin 2θ + F₂cos 2θ.

Differentiating at θ = 0,

∂₁F†₂ − ∂₂F†₁ = ∂₁F₂ + ∂₂F₁ − 2F₁∂₁θ + 2F₂∂₂θ.

The first two terms are both −H₁₂, which is zero because the axes are modes. What remains is

curl F† = 2(F₂∂₂θ − F₁∂₁θ).

The turning rate follows from differentiating Hv₁ = λ₁v₁ and projecting on T. Since ∂v₁ = T∂θ, HT = λ₂T and T·v₁ = 0,

T·(∂H)v₁ + λ₂∂θ = λ₁∂θ,  so  ∂θ = T·(∂H)v₁/(λ₁ − λ₂).

At (0.07, 0.03) nm this gives a curl of 0.442 eV/nm², and finite differences of the dimer's F† give the same. The curl comes from the turning of the mode. It grows where λ₁ and λ₂ approach each other, unless the numerator also vanishes.

**The method in general**

For any number of coordinates:

1. Displace the system from its minimum and choose a unit vector N. At the minimum itself F† = 0 and nothing moves.
2. Obtain HN from the two end forces. Take Θ along the torque direction, HN − (N·HN)N, normalized. If the torque is zero, N is already a mode but perhaps not the softest. In two dimensions the one perpendicular Θ settles the matter. With more coordinates, a Θ stiffer than N would leave N where it is, so tilt N slightly in a random direction and repeat the rotations.
3. Obtain the curvature at 45° in the plane of N and Θ, and turn N by φ. Repeat if there are more than two coordinates.
4. Compute F at the centre, form F†, and move by μF† with a length limit.
5. Stop when |F| is small, and confirm that exactly one curvature is negative.
6. Step off the saddle both ways along N and descend along F. The two resting places are the states it connects.

With more coordinates the local rates are μλ₁, −μλ₂, −μλ₃ and so on, so the stationary points that attract are again saddles with one negative curvature, provided the softest mode is distinct. Repetition in step 3 is needed because one plane no longer contains every direction. For a six-dimensional Hessian with eigenvalues −1, 0.5, 1, 2, 3 and 5, 20 rotations from a random direction brought the curvature within 10⁻⁸ of −1.

Step 4 uses the force at the centre for a reason. The average of the end forces is F + (h²/2)(N·∇)²F to leading order, so it vanishes at a slightly wrong place. Its saddle was displaced by 1.8×10⁻⁵ nm at h = 0.005 nm and 7.3×10⁻⁵ nm at h = 0.010 nm, close to the fourfold growth expected of h². With the centre force, the shift at h = 0.010 nm was below 10⁻⁹ nm.

**Which exit is found?**

Root searches in the square |x|, |y| ≤ 0.14 nm find four saddles. Their barriers are 0.455, 0.501, 0.505 and 0.507 eV. Twenty-four dimer searches, started 0.03 nm from the bottom at equal angles around the hollow, reached each of them six times.

The defect-free lattice explains the equal shares. Let u = (x + y)/√2 and v = (y − x)/√2 be coordinates along the hop directions, and k = 2π/L, with hop length L = A/√2 = 0.2546 nm. The identity 2 cos p cos q = cos(p + q) + cos(p − q) turns the lattice term into

V = ½E₀[2 − cos ku − cos kv].

The curvatures are ½E₀k²cos ku and ½E₀k²cos kv. Inside the hollow the smaller belongs to the coordinate with the larger magnitude. If |u| > |v|, the inverted force increases |u| and decreases |v|, so the choice persists up to the saddle at |u| = L/2, v = 0. Each quadrant between the x and y axes thus feeds one saddle, and each held six starts. At this starting distance the weak defect turns the borders between the quadrants by roughly 5° at most. The nearest starts lie 7.5° from the axes, so the counts are unaltered. Nearer the bottom the borders move further. Very close in, the defect decides which mode is softer, and starts only 0.005 nm away lead to just two of the four saddles, those where x and y have equal signs. Very small displacements can therefore hide exits.

The hits therefore reflect where the searches began, not how often the adatom leaves by each exit. A single search may return a saddle that is not the lowest, and several starts improve the coverage without proving it complete. Nor is convergence guaranteed from every start: where λ₁ = λ₂ the soft direction is undefined, and N can change abruptly nearby.

For the lowest exit there is a check that uses energies alone. Flooding a grid of spacing 0.002 nm from the hollow until the water reaches a neighbour gives 0.45504 eV, against 0.45508 eV from the dimer.

**From saddle to hopping rate**

In classical transition-state theory, each outward crossing of the line through the saddle counts as an escape. The mean outward velocity contribution is √(k_BT/2πm), so

rate = √(k_BT/2πm) × ∫line e^(−V/k_BT) ds / ∫hollow e^(−V/k_BT) dx dy.

Measure V from the bottom of the hollow and expand it to second order. The line integral becomes e^(−ΔE/k_BT)√(2πk_BT/λ₂ˢ), where s marks the saddle. The hollow integral becomes 2πk_BT/√(λ₁ᵐλ₂ᵐ), where m marks the minimum. The temperature factors cancel:

rate = (1/2π) √[λ₁ᵐλ₂ᵐ/(mλ₂ˢ)] e^(−ΔE/k_BT).

For a mass of 63.5 u at 373 K, the prefactor is 2.38×10¹² s⁻¹ and ΔE/k_BT = 0.45508/0.03214 = 14.16. The rate through the lowest exit is 1.69×10⁶ s⁻¹, about five times that through the highest. Numerical integration without the second-order expansion gives 1.66×10⁶ s⁻¹, 2 % less.

An electric current also pushes the adatom. If that push is treated as a uniform force f, the energy becomes V − f·R. Both stationary points shift, but the energy is flat there, so their shifts do not affect the barrier to first order:

change in ΔE = −f·(R_saddle − R_min).

Searches on surfaces tilted along x gave a slope of −0.08799 nm, equal to minus the x distance from hollow to saddle. Taking roughly an effective charge number of magnitude 10, a resistivity of 2.2 μΩ cm and 2 MA/cm², the force is 4.4×10⁻⁶ eV/nm. Along x it changes the barrier by 4×10⁻⁷ eV, about 10⁻⁵ of k_BT. In this model, electromigration is a very small bias on thermally activated hops.

**Beside a real copper surface**

The parameters lie roughly in the regime of a copper adatom hopping on Cu(100), where reported barriers lie very roughly between 0.35 and 0.55 eV. The spread matters: at 373 K, 0.1 eV changes the rate by a factor of about 22. One serious assumption is the rigid substrate. Hanging the whole substrate on a spring would not change the barrier: in the hollow and at the pass the net force on the adatom is zero, so by reaction the spring is not stretched. The relaxation scale in the output, F²/2K = 0.11 eV, uses the largest force on the straight path, 5.8 eV/nm, and a spring as stiff as the hollow, K = 151 eV/nm². It belongs to the slope, not to the pass. In a real surface the neighbouring atoms are pushed separately, even where their forces on the adatom cancel, and their relaxation can change the barrier. This model cannot say by how much, so E₀ should be read as a barrier that already includes relaxation. A stress of 0.2 GPa acting on one atomic volume, A³/4, is worth 0.015 eV. If all of that entered the barrier, the rate would change by a factor of 1.6 either way. Exchange with a substrate atom, recrossings and long jumps are left out of this rate estimate.

Copper lines in chips are also covered, and their atoms move largely along interfaces and grain boundaries. Activation energies there are very roughly 0.9 eV. With the same prefactor, that would make the rate at 373 K about a million times smaller than on this open terrace. The search procedure carries over to such a structure, but the numbers found here do not. The full figures are in the numerical output below.

Computed results

```
cell 0.36 nm, E0 0.5 eV, hop length 0.2546 nm
defect depth 0.1 eV, width 0.1 nm, at (0.2, 0.12) nm
mass 63.5 u, T 373.0 K, kT 0.03214 eV
half-length 0.001 nm, mobility 0.004 nm2/eV, cap 0.02 nm
minimum (0.00088, 0.00053) nm, V -0.00667 eV
minimum curvatures 149.30, 152.98 eV/nm2
start (0.02907, 0.01079) nm, N at 110 deg
first C(0) 140.689, C(45 deg) 141.133 eV/nm2
first a 11.284, b 11.727 eV/nm2
first rotation 113.053 deg, lowest C 113.131 eV/nm2
rotated N (-0.73073, -0.68267)
true force (-3.9470, -1.2883) eV/nm
inverted force (1.5534, 3.8504) eV/nm
move: x nm, y nm, V-Vmin eV, C eV/nm2, |F| eV/nm
  0: 0.02907 0.01079 0.06461 113.13 4.15e+00
  1: 0.03529 0.02619 0.12385 68.81 5.20e+00
  2: 0.04738 0.04212 0.23250 -2.52 5.81e+00
  3: 0.06078 0.05696 0.34251 -74.18 5.02e+00
  5: 0.08274 0.07998 0.44926 -146.55 1.32e+00
  8: 0.08849 0.08589 0.45506 -151.89 8.27e-02
 12: 0.08886 0.08627 0.45508 -152.02 1.95e-03
 28: 0.08887 0.08628 0.45508 -152.02 6.03e-10
force evaluations in this search 145
saddle curvatures -152.04, 155.75 eV/nm2
barrier by dimer 0.45508 eV
lowest barrier by grid flood 0.45504 eV
exit: saddle x,y nm; barrier eV; hits of 24; end x,y nm; rate 1/s
1: 0.0889,0.0863; 0.45508; 6; 0.1810,0.1769; 1.687e+06
2: 0.0908,-0.0896; 0.50059; 6; 0.1800,-0.1798; 4.174e+05
3: -0.0900,0.0903; 0.50524; 6; -0.1800,0.1800; 3.589e+05
4: -0.0900,-0.0900; 0.50650; 6; -0.1800,-0.1800; 3.444e+05
mean force evaluations over 24 starts 145.2
largest mode-angle error 0.0587 deg, 290 points
rotations needed in six dimensions 20
flow rates at minimum -152.98, 149.30 eV/nm2
flow rates at saddle -155.75, -152.04 eV/nm2
flow rates at maximum -154.56, 147.46 eV/nm2
fixed N, distance ratio: 40 deg 7.41e-03, 50 deg 3.22e+02
inverted-force curl at (0.07, 0.03) nm 0.4422, formula 0.4422 eV/nm2
C error at h=0.004 nm 0.2494, predicted 0.2496 eV/nm2
end-average saddle shift: h=0.005 1.788e-05, h=0.010 7.286e-05 nm
centre-force saddle shift at h=0.010 below 1e-9 nm: True
barrier slope with x force -0.08799 nm, minus lever -0.08799 nm
prefactor 2.376e+12 1/s, harmonic rate 1.687e+06 1/s
integral rate 1.656e+06 1/s, ratio 0.9816
tunnelling crossover 18.5 K, quantum rate change 0.79 %
rough inputs: |Z*| 10, 2.2 uohm cm, 2 MA/cm2, 0.2 GPa
electromigration force 4.40e-06 eV/nm, barrier change 3.87e-07 eV
stress times atomic volume 0.0146 eV, rate factor 1.57
largest path force 5.801 eV/nm
substrate relaxation scale 0.111 eV
```
